# Muon precession in a collinear incommensurate spin-density wave: test program

```python
"""
Result under test: a static collinear incommensurate spin-density wave gives,
at a muon site with inversion symmetry, the signed-field density
    P(B) = 1 / (pi sqrt(Bmax^2 - B^2))
and the precession signal J0(x), x = gamma Bmax t. At large x the signal tends
to sqrt(2/(pi x)) cos(x - pi/4): phase -45 degrees in cos(omega t + phase).

Symbols: a = cubic lattice constant, m = moment amplitude, delta = wave vector
in units 2 pi/a along z, F = complex field amplitude at the muon site,
gamma = muon gyromagnetic ratio, psi = phase of the wave at the muon.
Lengths inside lattice sums are in units of a. Only dipole fields are included.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, curve_fit
from scipy.special import j0, jv

a = 4.0e-10
moment = 0.5
delta = (3 - np.sqrt(5)) / 2
phase0 = 0.3
mu_muon = abs(const.physical_constants['muon mag. mom.'][0])
mu_bohr = const.physical_constants['Bohr magneton'][0]
gamma = 2 * mu_muon / const.hbar
field_unit = const.mu_0 * mu_bohr / (4 * np.pi * a**3)


def field_amplitude(site, q_reduced, direction):
    """Dipole sum F per unit moment, with a smooth cutoff centred on the muon."""
    n = np.arange(-40, 41)
    x = (n - site[0])[:, None, None]
    y = (n - site[1])[None, :, None]
    z = (n - site[2])[None, None, :]
    r2 = x**2 + y**2 + z**2
    # The quartic exponent leaves the leading smoothing error at fourth order.
    weight = np.exp(-(r2 / 22.0**2)**2) / r2**1.5
    angle = 2 * np.pi * (q_reduced[0]*x + q_reduced[1]*y + q_reduced[2]*z)
    wave = weight * np.exp(1j * angle)
    projection = direction[0]*x + direction[1]*y + direction[2]*z
    return np.array([np.sum(wave * (3*c*projection/r2 - d))
                     for c, d in zip((x, y, z), direction)])


def phase_average(x, count=400):
    """Mean of cos(x cos psi) over uniformly distributed psi."""
    psi = 2 * np.pi * (np.arange(count) + 0.5) / count
    x = np.atleast_1d(x)
    return np.cos(x[:, None] * np.cos(psi)[None, :]).mean(axis=1)


# Field amplitude at an inversion centre.
q_z = np.array([0.0, 0.0, delta])
m_z = np.array([0.0, 0.0, 1.0])
F = field_amplitude((0.5, 0.5, 0.0), q_z, m_z)
assert np.max(np.abs(F.imag)) < 1e-4
assert np.max(np.abs(F[:2])) < 1e-4
F_general = field_amplitude((0.5, 0.5, 0.0), (0.21, 0.13, 0.38), (0.6, 0.0, 0.8))
assert np.max(np.abs(F_general.imag)) < 1e-3
assert np.linalg.norm(F_general.real) > 0.1

# Independent road: direct sum in the muon plane, reciprocal sums for others.
half = 500
u = np.arange(-half, half) + 0.5
in_plane = -np.sum((u[:, None]**2 + u[None, :]**2)**-1.5)
in_plane -= 4 * np.sqrt(2) / half  # integral over the region outside the square
h = np.arange(-8, 9)
G = 2 * np.pi * np.sqrt(h[:, None]**2 + h[None, :]**2)
sign = (-1.0)**(np.abs(h[:, None] + h[None, :]))
offsets = np.arange(-4, 5)
plane_field = np.array([in_plane if k == 0 else
                        2*np.pi*np.sum(sign*G*np.exp(-G*abs(k)))
                        for k in offsets])
F_planes = np.sum(plane_field * np.cos(2*np.pi*delta*offsets))
assert abs(F[2].real / F_planes - 1) < 1e-3

# Fields in many cells, built from the actual moments of nearby planes.
Bmax = moment * field_unit * abs(F[2].real)
cells = np.arange(20000)
B_cells = np.zeros(len(cells))
for k, strength in zip(offsets, plane_field):
    B_cells += strength * np.cos(2*np.pi*delta*(cells + k) + phase0)
B_cells *= moment * field_unit
ordered = np.sort(B_cells) / Bmax
empirical = (np.arange(len(cells)) + 0.5) / len(cells)
derived = 0.5 + np.arcsin(np.clip(ordered, -1, 1)) / np.pi
cdf_error = np.max(np.abs(empirical - derived))
assert cdf_error < 5e-3
mean_abs = np.mean(np.abs(B_cells))
rms_field = np.sqrt(np.mean(B_cells**2))
assert abs(mean_abs / Bmax - 2/np.pi) < 2e-3
assert abs(rms_field / Bmax - 1/np.sqrt(2)) < 2e-3

# Precession averaged over the cells.
omega = gamma * Bmax * 1e-6  # rad per microsecond
frequency = omega / (2*np.pi)
times = np.linspace(0, 60/omega, 61)
signal = np.array([np.mean(np.cos(gamma*1e-6*B_cells*t)) for t in times])
signal_error = np.max(np.abs(signal - j0(omega*times)))
assert signal_error < 1e-2

# Powder average from the rotation matrix of the spin.
x_powder = 7.0
nodes, weights = np.polynomial.legendre.leggauss(8)
powder = 0.0
for c, w in zip(nodes, weights):
    s = np.sqrt(1 - c*c)
    generator = np.array([[0, -c, 0], [c, 0, -s], [0, s, 0]])
    for psi in 2*np.pi*(np.arange(40) + 0.5)/40:
        powder += w/2/40 * expm(x_powder*np.cos(psi)*generator)[2, 2]
assert abs(powder - (1/3 + 2/3*j0(x_powder))) < 1e-8

# Late-time form and the size of its first correction.
x_late = np.linspace(10, 60, 5001)
envelope = np.sqrt(2/(np.pi*x_late))
difference = phase_average(x_late) - envelope*np.cos(x_late - np.pi/4)
scaled_correction = np.max(np.abs(8*x_late*difference/envelope))
assert abs(scaled_correction - 1) < 0.02

# Local phase read from zeros of the averaged signal.
zero_rows = []
for n in (1, 2, 5, 10):
    centre = (n - 0.25)*np.pi
    zero = brentq(lambda x: phase_average(x)[0], centre - 0.5, centre + 0.5)
    measured = np.degrees((n - 0.5)*np.pi - zero)
    predicted = np.degrees(-np.pi/4 - 1/(8*zero))
    assert abs(measured - predicted) < np.degrees(0.08/zero**3)
    zero_rows.append((n, zero, measured, predicted))


# Damped-cosine fits with free phase and with phase fixed at zero.
def damped(t, amplitude, rate, freq, phase):
    return amplitude*np.exp(-rate*t)*np.cos(2*np.pi*freq*t + phase)


def damped_zero(t, amplitude, rate, freq):
    return damped(t, amplitude, rate, freq, 0.0)


fits = {}
for name, start, stop in (('early', 0, 40), ('late', 10, 60)):
    t = np.linspace(start, stop, 2001) / omega
    data = phase_average(omega*t)
    guess = [0.6, 0.03*omega, frequency, -0.7]
    free, _ = curve_fit(damped, t, data, p0=guess, maxfev=20000)
    guess = [0.5, 0.03*omega, 0.975*frequency]
    fixed, _ = curve_fit(damped_zero, t, data, p0=guess, maxfev=20000)
    rms_free = np.sqrt(np.mean((damped(t, *free) - data)**2))
    rms_fixed = np.sqrt(np.mean((damped_zero(t, *fixed) - data)**2))
    fits[name] = (t[0], t[-1], free, fixed, rms_free, rms_fixed)
late_fit = fits['late']
assert abs(np.degrees(late_fit[2][3]) + 45) < 3
assert abs(late_fit[2][2]/frequency - 1) < 0.005
assert late_fit[5] > 2*late_fit[4]
assert late_fit[3][2] < frequency
assert -65 < np.degrees(fits['early'][2][3]) < -10

# Commensurate wave with eight phases: agreement at first, then departure.
N = 8
x_comm = np.linspace(0, 40, 2001)
for phi in (0.0, 0.2):
    angles = 2*np.pi*np.arange(N)/N + phi
    average = np.mean(np.cos(x_comm[:, None]*np.cos(angles)), axis=1)
    series = j0(x_comm)
    for p in range(1, 12):
        series = series + 2*(-1)**(N*p//2)*jv(N*p, x_comm)*np.cos(N*p*phi)
    assert np.max(np.abs(average - series)) < 1e-9
    if phi == 0.0:
        departure = np.abs(average - j0(x_comm))
early_departure = np.max(departure[x_comm <= 3])
late_departure = np.max(departure)
assert early_departure < 1e-3 and late_departure > 0.3

# Site without inversion symmetry: the field traces an ellipse.
F_off = moment*field_unit*field_amplitude((0.5, 0.3, 0.1), q_z, m_z)
norm2 = np.sum(np.abs(F_off)**2)
square = abs(np.sum(F_off**2))
B_high = np.sqrt((norm2 + square)/2)
B_low = np.sqrt((norm2 - square)/2)
psi = 2*np.pi*(np.arange(40000) + 0.5)/40000
size = np.linalg.norm(np.real(F_off[:, None]*np.exp(1j*psi)), axis=0)
assert abs(size.max()/B_high - 1) < 1e-5
assert abs(size.min() - B_low) < 1e-4*B_high
assert B_low > 0.005*B_high
argument = (2*np.sort(size)**2 - B_high**2 - B_low**2)/(B_high**2 - B_low**2)
cdf_ellipse = 1 - np.arccos(np.clip(argument, -1, 1))/np.pi
rank = (np.arange(len(size)) + 0.5)/len(size)
assert np.max(np.abs(cdf_ellipse - rank)) < 1e-3
tau = np.linspace(200, 210, 201)/min(B_low, B_high - B_low)
exact = np.array([np.mean(np.cos(size*s)) for s in tau])
prefactor = np.sqrt(2/(np.pi*(B_high**2 - B_low**2)*tau))
edges = prefactor*(np.sqrt(B_high)*np.cos(B_high*tau - np.pi/4)
                   + np.sqrt(B_low)*np.cos(B_low*tau + np.pi/4))
edge_error = np.max(np.abs(exact - edges)/(prefactor*np.sqrt(B_high)))
assert edge_error < 0.03

print(f"lattice constant = {a*1e10:.1f} angstrom")
print(f"moment amplitude = {moment:.1f} Bohr magneton")
print(f"delta = {delta:.6f} (units 2 pi/a)")
print(f"muon gamma/2pi = {gamma/(2*np.pi)*1e-6:.3f} MHz/T")
print(f"dipole field unit = {field_unit*1e3:.4f} mT per Bohr magneton")
print(f"F_z, 3D sum = {F[2].real:.5f} field units")
print(f"F_z, plane sum = {F_planes:.5f} field units")
print(f"field of muon's own plane = {in_plane:.5f} field units")
print(f"field of one adjacent plane = {plane_field[5]:.5f} field units")
print(f"Bmax = {Bmax*1e3:.3f} mT")
print(f"precession frequency at Bmax = {frequency:.4f} MHz")
print(f"angular frequency at Bmax = {omega:.3f} rad/us")
print(f"mean |B| over cells = {mean_abs*1e3:.3f} mT")
print(f"rms B over cells = {rms_field*1e3:.3f} mT")
print(f"largest CDF error = {cdf_error:.1e} (no unit)")
print(f"largest signal error, x to 60 = {signal_error:.1e} (no unit)")
print(f"powder signal at x=7 = {powder:.6f} (no unit)")
print("x (rad), t (us), cell average, J0, late-time form:")
for i in (1, 2, 5, 10, 20, 40):
    x = omega*times[i]
    late = np.sqrt(2/(np.pi*x))*np.cos(x - np.pi/4)
    print(f"  {x:.0f}, {times[i]:.5f}, {signal[i]:.5f}, {j0(x):.5f}, {late:.5f}")
print(f"max 8x |error|/envelope, x=10-60: {scaled_correction:.4f} (no unit)")
print("zero number, x (rad), phase (deg), -45 deg - 1/(8x) (deg):")
for n, zero, measured, predicted in zero_rows:
    print(f"  {n}, {zero:.5f}, {measured:.3f}, {predicted:.3f}")
for name, (t1, t2, free, fixed, rf, rz) in fits.items():
    print(f"{name} fit window = {t1:.4f} to {t2:.4f} us")
    print(f"  free phase = {np.degrees(free[3]):.2f} deg")
    print(f"  free-fit frequency = {free[2]:.4f} MHz")
    print(f"  free-fit amplitude = {free[0]:.4f} (no unit)")
    print(f"  free-fit damping rate = {free[1]:.4f} 1/us")
    print(f"  zero-phase frequency = {fixed[2]:.4f} MHz")
    print(f"  rms misfit free, zero phase = {rf:.5f}, {rz:.5f} (no unit)")
print(f"8-phase wave: max departure, x to 3 = {early_departure:.1e} (no unit)")
print(f"8-phase wave: max departure, x to 40 = {late_departure:.4f} (no unit)")
print(f"off-centre site Bmin, Bmax = {B_low*1e3:.3f}, {B_high*1e3:.3f} mT")
print(f"two-edge late form, relative error = {edge_error:.4f} (no unit)")
print("finished without a failed check")
```

Running it gives:

```
lattice constant = 4.0 angstrom
moment amplitude = 0.5 Bohr magneton
delta = 0.381966 (units 2 pi/a)
muon gamma/2pi = 135.539 MHz/T
dipole field unit = 14.4906 mT per Bohr magneton
F_z, 3D sum = -16.12887 field units
F_z, plane sum = -16.12890 field units
field of muon's own plane = -16.51732 field units
field of one adjacent plane = -0.26345 field units
Bmax = 116.859 mT
precession frequency at Bmax = 15.8389 MHz
angular frequency at Bmax = 99.519 rad/us
mean |B| over cells = 74.398 mT
rms B over cells = 82.635 mT
largest CDF error = 6.3e-04 (no unit)
largest signal error, x to 60 = 1.9e-04 (no unit)
powder signal at x=7 = 0.533386 (no unit)
x (rad), t (us), cell average, J0, late-time form:
  1, 0.01005, 0.76518, 0.76520, 0.77958
  2, 0.02010, 0.22384, 0.22389, 0.19674
  5, 0.05024, -0.17758, -0.17760, -0.17038
  10, 0.10048, -0.24612, -0.24594, -0.24676
  20, 0.20097, 0.16706, 0.16702, 0.16666
  40, 0.40193, 0.00739, 0.00737, 0.00697
max 8x |error|/envelope, x=10-60: 0.9999 (no unit)
zero number, x (rad), phase (deg), -45 deg - 1/(8x) (deg):
  1, 2.40483, -47.786, -47.978
  2, 5.52008, -46.277, -46.297
  5, 14.93092, -45.479, -45.480
  10, 30.63461, -45.234, -45.234
early fit window = 0.0000 to 0.4019 us
  free phase = -42.33 deg
  free-fit frequency = 15.7711 MHz
  free-fit amplitude = 0.7345 (no unit)
  free-fit damping rate = 7.9610 1/us
  zero-phase frequency = 13.7951 MHz
  rms misfit free, zero phase = 0.07228, 0.12592 (no unit)
late fit window = 0.1005 to 0.6029 us
  free phase = -46.18 deg
  free-fit frequency = 15.8462 MHz
  free-fit amplitude = 0.2667 (no unit)
  free-fit damping rate = 1.8085 1/us
  zero-phase frequency = 15.4786 MHz
  rms misfit free, zero phase = 0.00623, 0.03803 (no unit)
8-phase wave: max departure, x to 3 = 9.9e-04 (no unit)
8-phase wave: max departure, x to 40 = 0.9258 (no unit)
off-centre site Bmin, Bmax = 1.477, 121.840 mT
two-edge late form, relative error = 0.0002 (no unit)
finished without a failed check
```
